\section*{Sampling Deprotection Times on a Temperature Ramp by Inverting the Arrhenius Hazard}

\section{A bake with two temperatures}

A protected site in a chemically amplified resist loses its protecting group in one irreversible, acid-catalysed event. Let the probability per unit time of this event, for a site that is still protected, be $0.00798\ \mathrm{s^{-1}}$ at $90\,^\circ$C and $0.11668\ \mathrm{s^{-1}}$ at $120\,^\circ$C. The film stays at the lower temperature for 30 s and then jumps to the higher one. When does the site react?

At a constant rate $k$ the waiting time is exponential: the site survives to time $t$ with probability $e^{-kt}$. A random number $U$, uniform on $(0,1)$, gives such a time if we set $e^{-kt}=U$, that is, $kt=E$ with $E=-\ln U$. We may regard $E$ as a budget that the site uses up at the rate $k$. When the rate changes, the budget is used up faster or slower, but what has already been used stays used.

Take $U=0.5$, so $E=0.6931$. The first 30 s use $0.00798\times30=0.2394$. The remaining $0.4537$ is used at the higher rate, and the event occurs at
\begin{equation}
30\ \mathrm{s}+\frac{0.4537}{0.11668\ \mathrm{s^{-1}}}=33.9\ \mathrm{s}.
\end{equation}
If the initial rate were kept for the whole wait, the same draw would give $0.6931/0.00798\approx 87$ s. For $U=0.9$, however, $E=0.1054$ is used up after 13.2 s, before the jump, and both procedures agree. Freezing the initial rate therefore delays the events that would occur after the film has warmed. On a continuous ramp warming starts at once, so every event is affected.

\section{The budget for a changing rate}

Let $k(t)>0$ be the hazard, meaning that a site still protected at $t$ reacts before $t+dt$ with probability $k(t)\,dt$. Then the survival probability obeys $S(t+dt)=S(t)[1-k(t)\,dt]$, or
\begin{equation}
\frac{dS}{dt}=-k(t)S,\qquad S(0)=1 .
\end{equation}
Dividing by $S$ and integrating gives
\begin{equation}
S(t)=e^{-H(t)},\qquad H(t)=\int_0^t k(t')\,dt'. \label{eq:S}
\end{equation}

Now draw $E=-\ln U$ and define the event time $\tau$ by
\begin{equation}
H(\tau)=E. \label{eq:inv}
\end{equation}
Because $k>0$, $H$ increases strictly, so $\tau>t$ is the same statement as $E>H(t)$. Hence
\begin{equation}
P(\tau>t)=P\bigl(-\ln U>H(t)\bigr)=P\bigl(U<e^{-H(t)}\bigr)=e^{-H(t)} .
\end{equation}
This is the survival curve (\ref{eq:S}), with no approximation in the time step, since there is no time step.

If $H$ tends to a finite limit $H_\infty$, as it does when the rate dies away fast enough, for example through first-order loss of the acid, a draw with $E>H_\infty$ has no solution. (Cooling to a fixed temperature only slows the growth of $H$, since the rate stays positive.) This is correct: a fraction $e^{-H_\infty}$ of the sites never reacts. In a bake of finite length, a time beyond its end likewise counts as a survivor.

\section{The Arrhenius hazard on a linear ramp}

We take
\begin{equation}
k(T)=A\,e^{-\theta/T},\qquad \theta=\frac{E_a}{k_B},
\end{equation}
where $T$ is the absolute film temperature, $E_a>0$ the activation energy and $k_B$ Boltzmann's constant. The local acid concentration is assumed constant during the bake and is contained in $A$. The temperature is prescribed: $T=T_0+rt$ up to $t_r$, then constant. The heat of reaction is ignored.

On the ramp $dt=dT/r$, so we need the integral of $e^{-\theta/T}$ over $T$. Define $E_n(x)=\int_1^\infty e^{-xu}u^{-n}\,du$ for $x>0$. Integration by parts gives
\begin{equation}
E_2(x)=\left[-\frac{e^{-xu}}{u}\right]_1^\infty-x\int_1^\infty\frac{e^{-xu}}{u}\,du=e^{-x}-xE_1(x), \label{eq:rec}
\end{equation}
and differentiation under the integral gives $E_2'(x)=-E_1(x)$. With $x=\theta/T$ and $dx/dT=-\theta/T^2$,
\begin{align}
\frac{d}{dT}\left[T\,E_2\!\left(\frac{\theta}{T}\right)\right]
&=E_2(x)+T\,[-E_1(x)]\left(-\frac{\theta}{T^2}\right)\nonumber\\
&=E_2(x)+xE_1(x)=e^{-\theta/T},
\end{align}
where the last step uses (\ref{eq:rec}). Therefore, for $0\le t\le t_r$,
\begin{equation}
H(t)=\frac{A}{r}\left[T\,E_2\!\left(\frac{\theta}{T}\right)-T_0\,E_2\!\left(\frac{\theta}{T_0}\right)\right],\qquad T=T_0+rt. \label{eq:H}
\end{equation}
The formula holds for either sign of $r$. As $r\to0$ the bracket becomes $rt\,e^{-\theta/T_0}$, and $H\to k_0t$ with $k_0=k(T_0)$, as it must. For a very small $r$ the bracket is a difference of nearly equal numbers, and this limit should then be used directly.

On the hold the rate has the constant value $k_h$, so
\begin{equation}
H(t)=H(t_r)+k_h(t-t_r),\qquad t\ge t_r .
\end{equation}

\section{Solving for the time}

If $E>H(t_r)$, the event falls on the hold and
\begin{equation}
\tau=t_r+\frac{E-H(t_r)}{k_h}. \label{eq:hold}
\end{equation}
Otherwise we solve $H(\tau)=E$ on the ramp by Newton's method. Since $H'=k$, the iteration is
\begin{equation}
t_{\rm new}=t-\frac{H(t)-E}{k(t)} . \label{eq:newton}
\end{equation}
Starting from $t=0$, where $H=0$, the first step gives $E/k_0$. Freezing the initial rate thus amounts to stopping Newton's method after one step.

On a heating ramp $k$ rises with time, so $H$ is convex and lies above each of its tangents. Evaluating the tangent at $t$ at the root gives
\begin{equation}
E=H(\tau)\ge H(t)+k(t)(\tau-t).
\end{equation}
Solving for $\tau$ yields $\tau\le t_{\rm new}$. If also $t\ge\tau$, then $H(t)\ge E$ and $t_{\rm new}\le t$. The iterates therefore fall towards the root without passing it. A suitable start is $\min(E/k_0,\,t_r)$: the root lies on the ramp, and $E=H(\tau)\ge k_0\tau$ shows that $E/k_0\ge\tau$. A falling sequence bounded below has a limit, and at the limit (\ref{eq:newton}) requires $H=E$.

On a cooling ramp $H$ is concave, and each inequality is reversed. The start $E/k_0$ lies at or before the root, and the iterates rise towards it.

The speed follows from Taylor's theorem. For some $\xi$ between $t$ and $\tau$,
\begin{equation}
E=H(t)+k(t)(\tau-t)+\tfrac12k'(\xi)(\tau-t)^2,
\end{equation}
where the prime is a time derivative. Dividing by $k(t)$ and using (\ref{eq:newton}),
\begin{equation}
t_{\rm new}-\tau=\frac{k'(\xi)}{2k(t)}(t-\tau)^2 . \label{eq:quad}
\end{equation}
Near the root each new error is proportional to the square of the previous one.

The complete sampler is short:
\begin{enumerate}
\item Compute $H(t_r)$ once from (\ref{eq:H}).
\item Draw $U$ and set $E=-\ln U$.
\item If $E>H(t_r)$, return (\ref{eq:hold}).
\item Otherwise start at $\min(E/k_0,t_r)$ and repeat (\ref{eq:newton}) until the change is negligible.
\end{enumerate}

\section{When freezing delays, and by how much}

Let $\tau_f=E/k_0$ be the frozen time for the same draw. Since $E=H(\tau)$,
\begin{equation}
\tau_f-\tau=\frac{H(\tau)}{k_0}-\tau=\frac{\tau}{k_0}\left[\frac{H(\tau)}{\tau}-k_0\right]. \label{eq:delay}
\end{equation}
The bracket compares the mean hazard up to the event with the initial hazard. Freezing never advances an event if and only if this running mean never falls below $k_0$. Heating with $E_a>0$ satisfies the condition with strict inequality for every $\tau>0$, so each event is delayed. The survival curves are ordered in the same way:
\begin{equation}
S_f(t)=e^{-k_0t}>e^{-H(t)}=S(t),\qquad t>0.
\end{equation}

For early events we expand the rate. From $d\ln k/dT=\theta/T^2$ and $dT/dt=r$,
\begin{equation}
k(t)\approx k_0(1+\beta t),\qquad \beta=\frac{\theta r}{T_0^2}.
\end{equation}
Then $H\approx k_0(t+\beta t^2/2)$, and (\ref{eq:delay}) gives
\begin{equation}
\tau_f-\tau\approx\tfrac12\beta\tau^2 .
\end{equation}
For such early events the delay relative to $\tau$ is $\beta\tau/2$, so freezing does little harm when $|\beta|\tau\ll1$.

For the mean, integrate by parts:
\begin{equation}
\langle\tau\rangle=-\int_0^\infty t\,\frac{dS}{dt}\,dt=\int_0^\infty S\,dt .
\end{equation}
The boundary term $tS$ vanishes at both ends because $S$ decays exponentially on the hold, which is here continued without end. The mean delay is $1/k_0-\int_0^\infty S\,dt$.

\section{A post-exposure bake in numbers}

Consider a wide, uniformly exposed pad of an ESCAP-type resist, a polymer with tert-butyl ester protecting groups. Rough typical values are $E_a=1.10$ eV and a rate of $0.050\ \mathrm{s^{-1}}$ at $110\,^\circ$C. They give $\theta=12765$ K and $A=1.47\times10^{13}\ \mathrm{s^{-1}}$. The film is heated from 90 to $120\,^\circ$C at 1 K/s and held for a further 30 s. The initial rate is
\begin{equation}
k_0=0.050\,\exp\left[-12765\left(\frac1{363.15}-\frac1{383.15}\right)\right]\mathrm{s^{-1}}=0.00798\ \mathrm{s^{-1}},
\end{equation}
and $k_h=0.11668\ \mathrm{s^{-1}}$, the two rates of the opening example.

For $U=0.5$ we have $E=0.6931$, while (\ref{eq:H}) gives $H(t_r)=1.2549$, so the event falls on the ramp. The frozen time exceeds $t_r$, and Newton's method starts at 30 s:
\begin{equation}
t_1=30-\frac{1.2549-0.6931}{0.11668}=25.19\ \mathrm{s}.
\end{equation}
The next iterates are 23.918, 23.84487 and 23.84464 s. The error of the first of these, 0.0735 s, falls to 0.00023 s in one step. Equation (\ref{eq:quad}) predicts this: near the root $T\approx387$ K, so $k'/(2k)=\theta r/(2T^2)\approx0.043\ \mathrm{s^{-1}}$, and $0.043\times0.0735^2\approx0.00023$. Seven steps brought all of 200\,000 draws to a change below $10^{-10}$ s.

The median time is thus 23.8 s, against 86.8 s with the frozen rate. The mean is 24.1 s against 125.3 s, a mean delay of 101.2 s. The sampled mean delay is 101.6 s. The frozen times alone have a standard error of $125.3/\sqrt{200\,000}=0.28$ s in their mean, and the paired delays one of about 0.25 s, so a difference of 0.4 s is less than two standard errors.

These delays are far outside the early regime. Here $\beta=0.0968\ \mathrm{s^{-1}}$, so $\beta\tau$ reaches one after about 10 s. For an event at 0.1 s the delay is $4.85\times10^{-4}$ s, and $\beta\tau^2/2$ gives $4.84\times10^{-4}$ s.

At the end of the bake 0.9\% of the sites are still protected. The frozen rate would leave 62\%. The two survival curves are furthest apart at the time $t>0$ where their slopes agree, $k_0e^{-k_0t}=ke^{-H}$, or $H-k_0t=\ln(k/k_0)$. On the hold this reads
\begin{equation}
1.2549+0.11668\,(t-30)-0.00798\,t=\ln\frac{0.11668}{0.00798}=2.682,
\end{equation}
with $t$ in seconds. The solution is $t=45.3$ s, where the gap is 0.649.

\section{Testing the sampler against the survival curve}

A test of the sampler should not use (\ref{eq:H}) on both sides. The reference survival curve was therefore computed by trapezoidal integration of $k(t)$ in steps of 1 ms. Let $D$ be the largest difference between the sampled and the reference distribution over the 60 s bake, and $n$ the number of draws. For a correct sampler and large $n$, $\sqrt n\,D$ exceeds 2.2 with a probability of about $10^{-4}$. Inversion gave 0.90. The frozen sampler, fed with the same draws, gave 290.9. This corresponds to $D=290.9/\sqrt{200\,000}=0.650$, which is the gap found above apart from sampling noise.

A second sampler, thinning, uses $k$ but never $H$. Candidate times are drawn at the constant rate $k_h$, the largest rate of this bake, and a candidate at $t$ is accepted with probability $k(t)/k_h$. The first accepted candidate has hazard $k_h\times k(t)/k_h=k(t)$. With 100\,000 draws its scaled distance was 1.31, below the threshold of 2.2 and thus consistent with the same curve. Thinning needs no inversion, but it rejects most candidates when the film is cold: at the start of this ramp it accepts only $0.00798/0.11668\approx7\%$.

\section{Many sites with a refreshed rate}

In a kinetic Monte Carlo simulation of $N$ independent sites at a common temperature, the total hazard after $n$ events is $(N-n)k(t)$. The exact next time satisfies
\begin{equation}
H(t_{n+1})=H(t_n)+\frac{E}{N-n}.
\end{equation}
Suppose that the rate is refreshed after each event but frozen during each wait:
\begin{equation}
t^f_{n+1}=t^f_n+\frac{E}{(N-n)\,k(t^f_n)} .
\end{equation}
On heating this is still late, draw for draw. If $t_n^f\ge t_n$, then, because $k$ does not fall during the wait,
\begin{equation}
H(t^f_{n+1})\ge H(t^f_n)+\frac{E}{N-n}\ge H(t_n)+\frac{E}{N-n}=H(t_{n+1}),
\end{equation}
so $t^f_{n+1}\ge t_{n+1}$. Both sequences start at zero, and induction does the rest.

The size of the error follows for large $N$. Write $M=N-n$. A wait $\Delta=E/(Mk)$ passes through the integrated hazard $k\Delta+k'\Delta^2/2$ to second order, while only $k\Delta=E/M$ was intended. Since $\langle E^2\rangle=\int_0^\infty E^2e^{-E}dE=2$, the mean excess per wait is
\begin{equation}
\frac{k'}{2}\,\frac{2}{M^2k^2}=\frac{k'}{M^2k^2}.
\end{equation}
To leading order $M=Ne^{-H}$, and $Mk\,dt$ events occur in $dt$. Summing up to half conversion, at the time $t_*$ where $H=\ln2$, gives the total excess
\begin{equation}
\int_0^{t_*}\frac{k'}{M^2k^2}\,Mk\,dt=\frac1N\int_0^{t_*}\frac{k'}{k}\,e^{H}\,dt .
\end{equation}
An excess in $H$ becomes a delay on division by the current rate:
\begin{equation}
\langle\delta t\rangle\approx\frac{1}{N\,k(t_*)}\int_0^{t_*}\frac{d\ln k}{dt}\,e^{H}\,dt. \label{eq:kmc}
\end{equation}

For the bake above, (\ref{eq:kmc}) gives 0.397 s for $N=100$ and 0.0397 s for $N=1000$. The averages of 2000 simulated runs were 0.409 s and 0.0397 s. With 100 sites the bias is less than 2\% of the time to half conversion. Refreshing thus makes the frozen rate usable as long as the waits are short compared with the time over which the rate changes, that is, while $(N-n)k\gg d\ln k/dt$. Many sites alone do not ensure this: after a very cold start the first wait, $1/(Nk_0)$ on average if the rate is frozen, can outlast the whole ramp. Inversion removes the bias for any number of sites.

\section{The reverse case: cooling}

Let the film start at $120\,^\circ$C and cool to $90\,^\circ$C at 1 K/s. Now $k_0=0.11668\ \mathrm{s^{-1}}$ is the largest rate, the running mean lies below it, and the bracket in (\ref{eq:delay}) is negative. The frozen median is $0.6931/0.11668=5.94$ s, while the true one is 8.2 s. Freezing advances the events. The median is off by only 2.3 s, against 63 s on heating, because the film has cooled by only about 8 K when half of the sites have reacted. Later events are affected far more. The ramp passes through the same temperatures as before, so $H(t_r)=1.2549$ again, and after 60 s a fraction $e^{-1.2549-0.2394}=22\%$ is still protected, against $e^{-0.11668\times60}\approx0.09\%$ with the frozen rate. With the hold continued, the mean time is 49 s against 8.6 s. The small error of the median also depends on the slow ramp: if the film cools in 3 s, freezing advances the median by 68 s.

\section{What a real bake changes}

The slow linear ramp is a choice made for this example; a wafer placed on a plate that is already hot warms differently. The temperature in the formulas is that of the film. If heat loss from the top of the wafer is neglected, a silicon wafer 775 $\mu$m thick, held above a proximity plate by an air gap of 100 $\mu$m, follows the plate with a time constant equal to its heat capacity per area times the gap, divided by the conductivity of air. With rough material values in SI units (density, specific heat, thickness and gap above, conductivity below),
\begin{equation}
\frac{2330\times790\times775\times10^{-6}\times100\times10^{-6}}{0.032}\ \mathrm{s}\approx4.5\ \mathrm{s}.
\end{equation}
If only the plate follows the ramp, the wafer lags by 4.5 K at its end, and the median rises by 3.8 s to 27.6 s. This is the largest shift of the median among the effects sized here, each taken alone with the other settings fixed. Acid loss at an assumed $0.005\ \mathrm{s^{-1}}$ adds 0.8 s. Poisson scatter about a mean of 26 acids within reach of a site adds 0.1 s. A Gaussian spread of 0.02 eV in the activation energies, at fixed mean and prefactor, lowers the median by 0.4 s but raises the fraction still protected at the end from 0.9\% to 3.6\%, because the sites with high barriers remain. In relative terms, the end of the survival curve is therefore much less certain than its middle. Deprotection without acid, with an assumed barrier of 1.7 eV and the same prefactor, contributes about $10^{-7}$ to $H$. These values describe a very stable group, half lost only near $290\,^\circ$C in a scan at 10 K/min. A prefactor raised so that this happens at $190\,^\circ$C gives about $2\times10^{-4}$, which can still be ignored.

With the values assumed here, none of these shifts comes near the 63 s by which freezing displaces the median. Both sides of this comparison depend on the assumptions: at the same rate at $110\,^\circ$C, $E_a=0.8$ eV reduces the 63 s to 30 s, and an acid loss ten times faster shifts the median by 17 s. Other effects are not sized here. For example, the hold lies only 30 K below a rough glass transition temperature of $150\,^\circ$C, and changing polymer mobility may make the rate depart from the Arrhenius law. The inversion itself does not need that law. For any measured positive $k(T)$, $H$ can be tabulated by quadrature and inverted in the same way, and (\ref{eq:delay}) still decides the sign of the error made by freezing. The full numerical output follows this text.

\section*{Computed values}
\begin{verbatim}
activation energy: 1.10 eV; theta = 12765.0 K
rate at 110 C: 0.050 1/s; prefactor A = 1.472e+13 1/s
ramp: 90 to 120 C at 1.0 K/s
ramp time 30 s; whole bake 60 s
initial rate k0: 0.00798 1/s; hold rate: 0.11668 1/s
initial logarithmic slope beta: 0.0968 1/s
t = 10 s: H = 0.1332, S = 0.8753, frozen S = 0.9233, sampled S = 0.8752
t = 20 s: H = 0.4652, S = 0.6280, frozen S = 0.8524, sampled S = 0.6295
t = 30 s: H = 1.2549, S = 0.2851, frozen S = 0.7871, sampled S = 0.2852
t = 60 s: H = 4.7552, S = 0.0086, frozen S = 0.6194, sampled S = 0.0088
largest survival gap: 0.6487 at 45.34 s
Newton iterates for U = 0.5 (s): 30.00000, 25.18590, 23.91814, 23.84487, 23.84464, 23.84464, 23.84464
Newton steps used for all draws: 7
median time: 23.845 s; frozen: 86.838 s
mean time, hold continued: 24.119 s; frozen: 125.281 s
mean delay: exact 101.162 s; sampled 101.590 s
delay at t = 0.1 s: 4.8545e-04 s; beta t^2/2 = 4.8397e-04 s
draws: inversion and frozen 200000; thinning 100000
scaled distance: inversion 0.90, thinning 1.31, frozen 290.9
refreshed rate, N = 100: mean delay 0.4087 s, leading law 0.3970 s
refreshed rate, N = 1000: mean delay 0.0397 s, leading law 0.0397 s
cooling ramp median: 8.215 s; frozen 5.941 s
wafer data: 2330 kg/m3, 790 J/(kg K), 775 um thick
air gap 100 um, conductivity 0.032 W/(m K)
wafer time constant: 4.46 s; lag at ramp end: 4.45 K
acid loss rate: 0.005 1/s
acid density 0.05 1/nm3, reach 5.0 nm: 26.2 acids
spread of activation energies: 0.020 eV
wafer lag: median 27.61 s (shift +3.76 s), S at bake end 0.0151
acid loss: median 24.67 s (shift +0.82 s), S at bake end 0.0197
Poisson acid: median 23.98 s (shift +0.13 s), S at bake end 0.0129
energy spread: median 23.40 s (shift -0.44 s), S at bake end 0.0357
no-acid barrier 1.7 eV: H over bake = 8.89e-08
rough glass temperature 150 C: margin 30 K
\end{verbatim}
